# Two-Photon Absorption and the Threshold for Parametric Gain in Silicon

Before starting a numerical search for a waveguide cross-section that gives parametric gain, one has to decide whether the search is worth running. The search varies the dispersion. If two-photon absorption is too strong compared with an instantaneous Kerr effect, no dispersion can help, and the material or the wavelength must be changed instead. The decision needs one ratio. With complex Kerr coefficient $\gamma=\gamma'+i\gamma''$ and $\gamma''>0$, local gain at the best phase matching requires

$$|\gamma'|>\sqrt3\,\gamma'' .$$

For positive $n_2$, as in silicon near 1550 nm, the modulus sign can be dropped. Linear loss and free-carrier loss are left out of the derivation and are sized at the end.

## Case 1: the pump alone

Fields vary as $\exp(i\beta z-i\omega t)$, and $|A|^2$ is the power in the mode. The Kerr response is taken as instantaneous and scalar, so that

$$\frac{dA}{dz}=i\gamma|A|^2A .$$

For the power $P=|A|^2$,

$$\frac{dP}{dz}=A^*\frac{dA}{dz}+A\frac{dA^*}{dz}=(i\gamma-i\gamma^*)P^2=-2\gamma''P^2 .$$

Two-photon absorption is defined by $dI/dz=-\beta_2^{\rm abs}I^2$. With $I=P/A_{\rm eff}$ this reads $dP/dz=-\beta_2^{\rm abs}P^2/A_{\rm eff}$. The phase $\varphi$ of $A=\sqrt P\,e^{i\varphi}$ obeys $\varphi'=\gamma'P$, which must equal the phase rate $(2\pi/\lambda)n_2I$ of the index change. Hence

$$\gamma'=\frac{2\pi n_2}{\lambda A_{\rm eff}},\qquad \gamma''=\frac{\beta_2^{\rm abs}}{2A_{\rm eff}} .$$

Since $d(1/P)/dz=2\gamma''$, the pump decays as

$$P(z)=\frac{P_0}{1+2\gamma''P_0z}.$$

**Limit.** For $\gamma''\to0$ the power is constant and only the phase advances, as it should.

## Case 2: one weak wave beside the pump

Add a weak signal, $A=A_p+A_s$, and keep terms linear in $A_s$. In $|A|^2A=A\,A\,A^*$ the signal can take the place of either unconjugated factor, which gives two equal terms at the signal frequency:

$$\frac{dA_s}{dz}=2i\gamma PA_s .$$

The signal power therefore decays at the rate $4\gamma''P$, while the pump's own fractional rate is $2\gamma''P$. The factor 2 known from cross-phase modulation also doubles the absorption. This is the loss that parametric gain has to overcome.

## Case 3: signal and idler together

Now put $A=A_p+A_s+A_i$, with frequencies $\omega_p\pm\Omega$ for the sidebands. Their separation is taken as small enough for all three waves to share the same $\gamma$. A further linear term appears at the signal frequency: both unconjugated factors are pump and the conjugated one is idler, since $2\omega_p-\omega_i=\omega_s$. It occurs once.

Each wave carries its own factor $e^{i\beta_jz}$. Dividing the signal equation by $e^{i\beta_sz}$ leaves the phase $(2\beta_p-\beta_i-\beta_s)z=-\Delta\beta\,z$, where $\Delta\beta=\beta_s+\beta_i-2\beta_p$:

$$\frac{dA_s}{dz}=2i\gamma PA_s+i\gamma A_p^2A_i^*e^{-i\Delta\beta z}.$$

The idler equation has the same form. Its complex conjugate is

$$\frac{dA_i^*}{dz}=-2i\gamma^*PA_i^*-i\gamma^*A_p^{*2}A_se^{i\Delta\beta z}.$$

To remove the moving phases, define

$$a=A_s\,e^{i\Delta\beta z/2-i\varphi},\qquad b=A_i^*\,e^{-i\Delta\beta z/2+i\varphi}.$$

If $\Delta\beta$ varies along the guide, $\Delta\beta\,z$ is replaced by its integral. Differentiating the phase factor of $a$ adds $i(\Delta\beta/2-\gamma'P)a$. Together with $2i\gamma P=2i\gamma'P-2\gamma''P$, the diagonal coefficient becomes

$$i\left(\frac{\Delta\beta}{2}-\gamma'P+2\gamma'P\right)-2\gamma''P=\frac{i\kappa}{2}-2\gamma''P,\qquad \kappa=\Delta\beta+2\gamma'P .$$

In the coupling term $A_p^2=Pe^{2i\varphi}$, and the remaining phases turn $A_i^*$ into $b$. The same steps for $b$ use $-2i\gamma^*P=-2i\gamma'P-2\gamma''P$. The result is

$$\begin{aligned}a'&=\left(\tfrac{i\kappa}{2}-2\gamma''P\right)a+i\gamma P\,b,\\ b'&=\left(-\tfrac{i\kappa}{2}-2\gamma''P\right)b-i\gamma^*P\,a.\end{aligned}$$

No step required $P$ to be constant, so these equations hold while the pump is depleted by its own two-photon absorption.

By **local gain** I mean the largest real part of the eigenvalues at the local value of $P$. Write an eigenvalue as $-2\gamma''P+\mu$. The determinant condition is

$$\left(\tfrac{i\kappa}{2}-\mu\right)\left(-\tfrac{i\kappa}{2}-\mu\right)-(i\gamma P)(-i\gamma^*P)=0 .$$

The first product is $\mu^2+\kappa^2/4$ and the second is $|\gamma|^2P^2$, so

$$\mu=\pm\sqrt{|\gamma|^2P^2-\kappa^2/4}.$$

The real part of $\mu$ is largest at $\kappa=0$, that is, at $\Delta\beta=-2\gamma'P$. There the amplitude gain is

$$g=P\left(|\gamma|-2\gamma''\right),$$

and the power gain is $2g$. It is positive when $|\gamma|>2\gamma''$. Both sides are non-negative, so squaring is safe:

$$\gamma'^2+\gamma''^2>4\gamma''^2\quad\Longleftrightarrow\quad|\gamma'|>\sqrt3\,\gamma'' .$$

The number is $\sqrt3$ and not 2 because the mixing strength is $|\gamma|$: the absorptive part of the response also couples signal to idler. It cannot amplify by itself, since for $\gamma'=0$ the best gain is $-\gamma''P$.

**Limit without absorption.** For $\gamma''=0$ the gain is $\sqrt{\gamma'^2P^2-\kappa^2/4}$, with maximum $|\gamma'|P$. Any nonzero $\gamma'$ then suffices.

**Limit without dispersion.** At $\Delta\beta=0$ we have $\kappa=2\gamma'P$ and $\mu=\pm\gamma''P$, so the eigenvalues are $-\gamma''P$ and $-3\gamma''P$. They can be found separately from Case 1, because without dispersion each instant of the field evolves by itself. A small change of pump power obeys $d(\delta P)/dz=-4\gamma''P\,\delta P$. The corresponding amplitude change is $\delta P/(2\sqrt P)$, and $\sqrt P$ itself decays at $\gamma''P$, so the net rate is $-4\gamma''P+\gamma''P=-3\gamma''P$. A small static phase modulation $\delta\varphi$ has amplitude $\sqrt P\,\delta\varphi$ and decays at $-\gamma''P$. Both rates agree, and there is no local gain at zero mismatch however large $\gamma'$ is. This does not forbid a temporary rise of a launched signal: $\gamma'$ turns a change of power into a change of phase, $d(\delta\varphi)/dz=\gamma'\delta P$, and for $\gamma'\gg\gamma''$ the sidebands can grow over a finite length before both combinations decay.

**Off the optimum.** Local gain requires $\mu^2>4\gamma''^2P^2$ with $\mu$ real, which gives

$$|\kappa|<2P\sqrt{\gamma'^2-3\gamma''^2}.$$

The window closes at the threshold.

As a numerical test, the full cubic field equation was linearized around the pump with $P=1$ and $\gamma''=1$, and the largest gain was sought over the mismatch. It changed sign at $|\gamma'|=1.732051$ for either sign of $\gamma'$, in agreement with $\sqrt3$.

## Case 4: a whole guide with arbitrary dispersion

A local eigenvalue does not by itself settle what happens in a guide whose coefficients change with $z$. Consider the total sideband power $S=|a|^2+|b|^2$. The terms with $\kappa$ contribute imaginary numbers to $a^*a'$ and $b^*b'$ and drop out of the real part. The two coupling terms, $i\gamma Pa^*b$ and $-i\gamma^*Pb^*a$, are complex conjugates of each other. Therefore

$$\frac{dS}{dz}=-4\gamma''PS+4P\,\mathrm{Re}(i\gamma a^*b).$$

Since $\mathrm{Re}(i\gamma a^*b)\le|\gamma||a||b|\le|\gamma|S/2$,

$$\frac{dS}{dz}\le2P\left(|\gamma|-2\gamma''\right)S .$$

At or below threshold the right side is never positive, whatever $\Delta\beta(z)$ is. A signal launched without an idler satisfies $|a|^2\le S(z)\le S(0)=|a(0)|^2$, so it cannot exceed its input. This is what justifies skipping the dispersion search.

The absence of an input idler matters. The signal power alone changes at the rate $-4\gamma''P|a|^2+2P\,\mathrm{Re}(i\gamma a^*b)$, and a strong idler of suitable phase can make this positive even below threshold. The signal then grows while the total falls.

In a numerical test with $\gamma=1.6+i$, just below threshold, the full field was followed for five randomly chosen oscillating mismatch profiles with $P_0=1$ over a length of 2. The total sideband power fell between all sampled points.

## Case 5: a signal launched alone, above threshold

Suppose the guide is tapered so that $\kappa=0$ is kept as the pump decays. Use the integrated pump power as the coordinate:

$$\Theta=\int_0^zP\,dz=\frac{\ln(1+2\gamma''P_0z)}{2\gamma''}.$$

Dividing the equations by $P$ and writing $a=e^{-2\gamma''\Theta}u$, $b=e^{-2\gamma''\Theta}v$ gives

$$\frac{du}{d\Theta}=i\gamma v,\qquad\frac{dv}{d\Theta}=-i\gamma^*u,\qquad\frac{d^2u}{d\Theta^2}=|\gamma|^2u .$$

With no input idler, $du/d\Theta=0$ at the start, so $u$ is a hyperbolic cosine and the signal power gain is

$$G=e^{-4\gamma''\Theta}\cosh^2(|\gamma|\Theta).$$

Its logarithmic slope is $-4\gamma''+2|\gamma|\tanh(|\gamma|\Theta)$. At the input this is negative: the signal first loses power at the rate of Case 2, because the idler does not yet exist. The minimum lies at $\tanh(|\gamma|\Theta)=2\gamma''/|\gamma|$, which has a solution above threshold. For large $\Theta$, $G\to\tfrac14e^{2(|\gamma|-2\gamma'')\Theta}$, and since $\Theta$ grows without limit in this model, gain is eventually reached.

**Limit at threshold.** With $|\gamma|=2\gamma''$, $G=\left[(1+e^{-4\gamma''\Theta})/2\right]^2\to\tfrac14$. Half of the input amplitude lies in the combination that neither grows nor decays, and the other half is absorbed.

## Silicon numbers

From the expressions of Case 1, the area cancels in the ratio, as long as the Kerr effect and the two-photon absorption come from one material (a cross-section that puts light into a nonlinear cladding changes the ratio):

$$\frac{\gamma'}{\gamma''}=\frac{4\pi n_2}{\beta_2^{\rm abs}\lambda},\qquad\text{so for }n_2>0\text{ gain needs}\quad\frac{n_2}{\beta_2^{\rm abs}\lambda}>\frac{\sqrt3}{4\pi}=0.138 .$$

Take rough typical values for a silicon strip waveguide at 1550 nm: $n_2=5\times10^{-14}$ cm²/W, $\beta_2^{\rm abs}=0.70$ cm/GW and $A_{\rm eff}=0.10$ µm². The figure of merit is 0.461 and $\gamma'/\gamma''=5.79$, about 3.3 times the threshold ratio. With $n_2$ and $\lambda$ held fixed, $\beta_2^{\rm abs}$ could rise to 2.34 cm/GW before local gain vanished. The dispersion search is worth running.

The coefficients are $\gamma'=2.027$ and $\gamma''=0.350$ W⁻¹cm⁻¹, so $|\gamma|=2.057$ W⁻¹cm⁻¹. For a 1 W pump,

$$g=2.057-2(0.350)=1.357\ \text{cm}^{-1},$$

a power gain of 2.71 cm⁻¹, or 11.8 dB/cm. The optimum mismatch is $-4.05$ cm⁻¹ and the half-width of the gain window is 3.87 cm⁻¹. The window stops just short of zero mismatch, where the local power gain is $-3.0$ dB/cm.

To leading order $\Delta\beta=\beta_2\Omega^2$, where $\beta_2$ is the group-velocity dispersion. At this order the required negative mismatch needs $\beta_2<0$; at larger detuning a negative fourth-order term can also supply it. For $\beta_2=-0.50$ ps²/m the optimum lies 4.53 THz from the pump, with the signal at 1514.5 nm.

Over 1 cm, $2\gamma''P_0z=0.70$. The pump falls to $1/1.70=0.588$ W, and $\Theta=\ln(1.70)/0.70=0.758$ W cm. A signal launched alone dips by 0.51 dB at 1.8 mm, returns to its input level at 4.1 mm and leaves with

$$G=e^{-1.061}\cosh^2(1.559)=2.13,\quad\text{or }3.3\text{ dB}.$$

The formula for $G$ was tested along this guide against propagation of the full field and agreed to within about one part in $10^5$ of the local value.

The difference between 11.8 dB/cm and 3.3 dB can be accounted for. Pump depletion reduces the growth to $11.8\times0.758=8.9$ dB. Launching no idler puts only half the amplitude into the growing combination, which costs 6.0 dB. The decaying combination still adds $20\log_{10}(1+e^{-3.12})=0.4$ dB at the output. The sum is 3.3 dB.

## Beside a real waveguide

The example represents a flat-topped 3 ps pulse of 1 W peak power, repeated at 100 MHz. In a uniform guide the mismatch stays at its input optimum while the pump decays, and the output gain falls from 3.3 to 3.0 dB. The assumption that fails most clearly is the absence of linear loss. A rough 2 dB/cm changes 3.0 dB into $-0.45$ dB. Of this change, 2 dB is direct signal loss; the other 1.5 dB comes from the weaker pump. Carriers generated by the pulse reach $8\times10^{15}$ cm⁻³ at the input. With an absorption cross-section of $1.45\times10^{-17}$ cm² they add 0.5 dB/cm there, and the gain at the pulse end becomes $-0.85$ dB. At this signal wavelength the guide has positive local gain at its input but no net signal gain over 1 cm. The balance is close: a different detuning and length can tip it to a slight gain.

A continuous 1 W pump is a different case. With a 1 ns carrier lifetime the carrier density at the input is $2.7\times10^{18}$ cm⁻³, and its absorption of 172 dB/cm far exceeds the parametric gain. The computed output is $-11$ dB. It is not far lower because the carrier density follows $P^2$ and drops quickly as the pump is absorbed.

For the pulsed example, the other effects estimated are small. Letting $\gamma$ scale with frequency changes the best local gain by $-0.04$ %. With an assumed Raman gain coefficient of 10 cm/GW, the Raman part of the response is about 2 % of $|\gamma|$; it grows in proportion to that coefficient, and values reported for silicon reach several times higher (76 cm/GW would give about 14 %). Pump and signal separate by 0.14 ps over the guide, short compared with the pulse.

The threshold is thus a test for rejecting a material and wavelength, provided the response is instantaneous at the sideband detuning: the sidebands must be close enough to the pump to share its $\gamma$, far enough from it that the free carriers cannot follow the beat, and away from a Raman resonance. Near such a resonance, which in silicon lies about 15.6 THz from the pump, the delayed response can give gain even below the threshold. The same holds for a continuous or long-pulse pump at detunings of the order of the inverse carrier lifetime (below about a GHz for 1 ns), where the index change of the carriers follows the beat and can amplify a signal by a few dB below the threshold. Passing the threshold permits local gain, but net gain must still be computed with the losses, pump format and length of the actual guide. The numerical output follows.

## Numbers as computed

```
threshold ratio found numerically: 1.732051
same for negative real part (magnitude): 1.732051
square root of three: 1.732051
INPUTS (rough typical silicon strip values)
pump wavelength: 1550 nm
n2: 5.0e-14 cm2/W
two-photon absorption beta: 0.70 cm/GW
effective area: 0.10 um2
peak pump power: 1.00 W
pump intensity: 1.00 GW/cm2
length: 1.0 cm
pulse duration: 3.0 ps
repetition rate: 100 MHz
group-velocity dispersion: -0.50 ps2/m
carrier lifetime: 1.0 ns
carrier absorption cross-section: 1.45e-17 cm2
LOCAL GAIN
gamma real part: 2.0268 1/(W cm)
gamma imaginary part: 0.3500 1/(W cm)
gamma modulus: 2.0568 1/(W cm)
ratio real/imaginary: 5.791
figure of merit n2/(beta lambda): 0.4608
least figure of merit for gain: 0.1378
largest beta allowed at this n2: 2.340 cm/GW
best amplitude gain: 1.3568 1/cm
best power gain: 2.7137 1/cm = 11.79 dB/cm
power gain at zero mismatch: -3.04 dB/cm
optimum mismatch: -4.054 1/cm
half-width of gain window in mismatch: 3.868 1/cm
signal detuning: 4.53 THz
signal wavelength: 1514.5 nm
SIGNAL LAUNCHED ALONE, MISMATCH TAPERED, NO OTHER LOSS
lowest signal gain: -0.513 dB
position of lowest gain: 1.83 mm
signal back at input level: 4.09 mm
integrated pump power over length: 0.7580 W cm
pump power at output: 0.5882 W
signal gain at output: 3.29 dB
NEGLECTED EFFECTS
output gain, fixed mismatch: 3.01 dB
linear loss (input): 2.0 dB/cm
output gain, with linear loss too: -0.45 dB
carriers after one pulse, at input: 8.19e+15 1/cm3
their absorption: 0.516 dB/cm
output gain at pulse end, all losses: -0.85 dB
carriers left at next pulse: 4.5e-05 of initial
carriers, continuous pump: 2.73e+18 1/cm3
their absorption: 172 dB/cm
output gain, continuous pump, all losses: -11.2 dB
gain change, gamma proportional to frequency: -0.037 %
Raman part of Kerr response: 1.8 % of modulus
mismatch from pulse carriers: -7.2e-04 1/cm
pump-signal walk-off over length: 0.142 ps
```
